\section*{Polar Slabs: Potential Step and Excess Energy of Stacked Charged Planes}

\section{Two charged planes, repeated}

Take a plane with charge $-\sigma$ per area at $z=0$ and a plane with $+\sigma$ at $z=d$, where $\sigma>0$. Both are uniform and very wide. Atomic units are used in the algebra, so Gauss's law reads: flux $=4\pi\times$ enclosed charge. A flat box of face area $A$ around one plane gives $2EA=4\pi\sigma A$. Each plane therefore produces a field of size $2\pi\sigma$ on both sides, pointing away from positive charge and towards negative charge.

Above or below the pair the two fields cancel. Between the planes both point downwards, from plus to minus, and add up to $E=-4\pi\sigma$. The potential $V$ of a positive test charge obeys $E=-dV/dz$, so it rises by $4\pi\sigma d$ from the lower plane to the upper one.

Now stack $N$ such pairs with period $c=2d$. A pair has no field outside itself, so no pair disturbs another. The field is $-4\pi\sigma$ inside each pair and zero in the gaps between pairs. The potential climbs a staircase:
\begin{equation}
\Delta V=V_{\rm top}-V_{\rm bottom}=4\pi\sigma d\,N .
\end{equation}
With the field energy density $E^2/8\pi$, the energy per area is
\begin{equation}
U=N\,\frac{(4\pi\sigma)^2}{8\pi}\,d=2\pi\sigma^2d\,N .
\label{eq:simple}
\end{equation}

It is tempting to take the growth of $U$ as the mark of a polar slab. A second stack shows that this fails. Let the repeat unit be $-\sigma,+2\sigma,-\sigma$ with spacing $d$. The field is $-4\pi\sigma$ in the first gap and $+4\pi\sigma$ in the second, so the potential goes up and comes down again, and $\Delta V=0$. The energy, however, is $4\pi\sigma^2d\,N$, which also grows with $N$. More crystal simply contains more bulk energy. The quantity that separates the two stacks is the energy left after the bulk energy has been subtracted.

\section{The model and Tasker's three types}

A slab consists of $N$ identical repeat units of period $c$. Within a unit, plane $j$ has charge per area $\sigma_j$ at height $z_j$, with $0\le z_j<c$. The unit is neutral, and its dipole per area is $m$:
\begin{equation}
\sum_j\sigma_j=0,\qquad m=\sum_j\sigma_jz_j .
\end{equation}
Because of neutrality, shifting the origin by $b$ changes $m$ by $-b\sum_j\sigma_j=0$. Charges and positions are fixed, and there is no external field. The slab is much wider than it is thick, and ``top'' and ``bottom'' denote the vacuum just outside its faces.

\begin{itemize}
\item Type 1: every plane is neutral, $\sigma_j=0$.
\item Type 2: the planes are charged, but the crystal can be cut between planes so that $m=0$. A type 2 slab has this cut.
\item Type 3: the planes are charged, and every cut between whole planes leaves $m\neq0$.
\end{itemize}

The result to be shown, for uniform planes, is
\begin{equation}
\Delta V=4\pi Nm,\qquad
\gamma\equiv U_{\rm slab}-Nu_{\rm bulk}=\frac{2\pi m^2}{c}\,N ,
\label{eq:result}
\end{equation}
where $u_{\rm bulk}$ is the energy per area of one bulk cell. The excess $\gamma$ belongs to both faces together. Planes made of point ions add a term that tends to a constant as $N$ grows.

\section{The potential step}

The potential of one plane needs a zero that is common to all planes. Take each plane as a disc of large radius $R$ and sum over rings of radius $r$, at height $z$ above the centre:
\begin{align}
V_R(z)&=\int_0^R\frac{2\pi r\sigma\,dr}{\sqrt{r^2+z^2}}
=2\pi\sigma\left(\sqrt{R^2+z^2}-|z|\right)\nonumber\\
&\to 2\pi\sigma R-2\pi\sigma|z|\qquad(R\gg|z|).
\end{align}
In a neutral stack the terms $2\pi\sigma_jR$ add up to zero. What remains is
\begin{equation}
V(z)=-2\pi\sum_j\sigma_j|z-z_j| ,
\label{eq:V}
\end{equation}
where the sum now runs over all planes of the slab. Above the top plane every $|z-z_j|$ equals $z-z_j$, so
\begin{equation}
V_{\rm top}=-2\pi z\sum_j\sigma_j+2\pi\sum_j\sigma_jz_j=2\pi M ,
\end{equation}
with $M$ the dipole per area of the whole slab. Below the bottom plane $|z-z_j|=z_j-z$, which reverses both signs and gives $V_{\rm bottom}=-2\pi M$. The two vacuum potentials are flat and differ by $4\pi M$.

The planes of unit number $n=0,\dots,N-1$ lie at $z_j+nc$, so
\begin{equation}
M=\sum_{n=0}^{N-1}\sum_j\sigma_j(z_j+nc)
=Nm+c\sum_{n=0}^{N-1}n\sum_j\sigma_j=Nm .
\end{equation}
Hence $\Delta V=4\pi Nm$. For the pair of planes $m=\sigma d$, and the staircase of the first section is recovered.

\section{The potential inside}

Let $Q(z)$ be the charge per area below height $z$. The charge above is $-Q(z)$. Charge below pushes a positive test charge up and charge above pushes it down, so
\begin{equation}
E(z)=2\pi Q(z)-2\pi[-Q(z)]=4\pi Q(z).
\label{eq:E}
\end{equation}
Complete units below $z$ contribute nothing to $Q$. The field therefore has the same profile $e(z)$ in every unit, whatever the thickness of the slab. In one unit a plane at $z_j$ contributes to $Q$ from $z_j$ up to $c$, which gives
\begin{equation}
\int_0^c e\,dz=4\pi\sum_j\sigma_j(c-z_j)=-4\pi m,
\qquad \bar e=-\frac{4\pi m}{c}.
\label{eq:mean}
\end{equation}
Here $\bar e$ is the mean field in the slab. The potential rises by $4\pi m$ per unit. If $m=0$, it returns to its starting value after each unit, and its range inside the slab does not depend on $N$. If $m\ne0$, each unit starts where the previous one ended, and the range grows without bound.

\section{The electrostatic energy}

Each pair of planes must be counted once, hence the factor $\tfrac12$ in
\begin{equation}
U=\frac12\sum_i\sigma_iV(z_i)=-\pi\sum_{i,j}\sigma_i\sigma_j|z_i-z_j| .
\label{eq:pair}
\end{equation}
To turn this into a field energy, let $\theta_i(z)$ be 1 for $z>z_i$ and 0 below. The difference $\theta_i-\theta_j$ is $\pm1$ between the two planes and zero elsewhere, so
\begin{equation}
|z_i-z_j|=\int(\theta_i-\theta_j)^2dz
=\int(\theta_i+\theta_j-2\theta_i\theta_j)\,dz ,
\end{equation}
since $\theta_i^2=\theta_i$. Multiply by $\sigma_i\sigma_j$ and sum. The first term of the integrand gives $\left(\sum_i\sigma_i\theta_i\right)\left(\sum_j\sigma_j\right)=0$ by neutrality, and so does the second. The third gives $-2Q^2$, because $Q=\sum_i\sigma_i\theta_i$. Therefore
\begin{equation}
U=-\pi\int(-2Q^2)\,dz=2\pi\int Q^2dz=\frac1{8\pi}\int E^2dz ,
\label{eq:field}
\end{equation}
where the last step uses $E=4\pi Q$. As the field profile repeats,
\begin{equation}
U_{\rm slab}=\frac{N}{8\pi}\int_0^ce^2\,dz .
\label{eq:Uslab}
\end{equation}
The integral includes the gap above the last plane of each unit, where $e=0$. For uniform planes $U_{\rm slab}$ is proportional to $N$ in types 2 and 3 alike, and it vanishes in type 1.

\section{Subtracting the bulk}

The charges fix the field up to a constant, because $dE/dz=4\pi\rho$ does not change when a uniform field is added. In the slab, the constant is set by the zero field outside. In the infinite crystal there is no outside, and a condition is needed. The bulk reference is the crystal with a periodic potential. Its mean field is zero, since $\int_0^cE\,dz=V(0)-V(c)=0$. Its field is thus $e(z)-\bar e$, and
\begin{align}
u_{\rm bulk}&=\frac1{8\pi}\int_0^c(e-\bar e)^2dz\nonumber\\
&=\frac1{8\pi}\left(\int_0^ce^2dz-2\bar e\int_0^ce\,dz+c\bar e^2\right)\nonumber\\
&=\frac1{8\pi}\int_0^ce^2dz-\frac{c\bar e^2}{8\pi},
\end{align}
because $\int_0^ce\,dz=c\bar e$. Subtracting $N$ such cells from (\ref{eq:Uslab}) and inserting (\ref{eq:mean}) gives
\begin{equation}
\gamma=N\frac{c\,\bar e^2}{8\pi}
=N\frac{c}{8\pi}\,\frac{16\pi^2m^2}{c^2}=\frac{2\pi m^2}{c}\,N .
\end{equation}

The excess is the energy of the mean field, stored through the whole thickness. For the $\mp\sigma$ stack, $m=\sigma d$ and $c=2d$ give $\pi\sigma^2d$ per unit, half of the slab energy in (\ref{eq:simple}). The other half is bulk energy: with the mean removed, the field is $\mp2\pi\sigma$ in alternate gaps.

A surface energy is meaningful if the excess settles to a constant for thick slabs. In type 3 it does not. The middle of the slab never becomes bulk-like, because the mean field there is $-4\pi m/c$ for every $N$.

\section{The cut decides}

Move the bottom plane of each unit, with charge $\sigma_1$, to the top of the unit. Its height increases by $c$, so
\begin{equation}
m'=m+\sigma_1c .
\label{eq:cut}
\end{equation}
The infinite crystal and $u_{\rm bulk}$ are unchanged, but the slab is a different one.

For planes $-\sigma,+\sigma$ a distance $d$ apart, the two possible cuts have $m=\sigma d$ and $m'=\sigma d-\sigma c=-\sigma(c-d)$. Neither vanishes for $0<d<c$, so this crystal is type 3. With $d=c/2$ the two dipoles are equal and opposite.

For $-\sigma,+2\sigma,-\sigma$ with $c=3d$, the original cut has $m=0$. Moving the bottom plane gives the order $+2\sigma,-\sigma,-\sigma$ and $m'=-3\sigma d$. A type 2 crystal cut in the wrong place thus gives a polar slab whose excess grows with $N$. The type belongs to the crystal and the orientation of the surface; the growth belongs to the termination of the slab.

\section{Planes made of ions}

Real planes consist of ions. Their charge density is the mean $\sigma$ plus lateral waves $\sigma_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf G\neq0$ is a reciprocal vector of the surface lattice and $\mathbf r$ lies in the plane. Write the potential of one wave as $\phi(z)e^{i\mathbf G\cdot\mathbf r}$. The lateral part of the Laplacian gives $-G^2$, and Poisson's equation becomes
\begin{equation}
\phi''-G^2\phi=-4\pi\sigma_{\mathbf G}\,\delta(z).
\end{equation}
Away from the plane the solutions are $e^{\pm Gz}$, and the one that stays bounded on both sides is $\phi=Ce^{-G|z|}$. Its slope jumps from $+GC$ to $-GC$ at $z=0$. Integrating the equation across the plane gives $-2GC=-4\pi\sigma_{\mathbf G}$, hence
\begin{equation}
\phi(z)=\frac{2\pi\sigma_{\mathbf G}}{G}\,e^{-G|z|} .
\label{eq:ripple}
\end{equation}
The lateral structure is felt at short range, and the mean charge is what acts across the slab. The step $\Delta V$, taken a few lattice spacings outside the faces, is unaffected.

The effect on the energy follows by counting. Let $w_s$ be the energy per area, due to the lateral waves, between one unit and the unit $s$ periods above it. A slab has $N-s$ such pairs for $s<N$ and none for $s\ge N$, while $N$ bulk cells are credited with $N$ pairs for each $s$. The energies within a plane and within a unit are equal in slab and bulk and cancel. The difference is
\begin{equation}
\gamma_0(N)=-\sum_{s\ge1}\min(s,N)\,w_s\;\to\;-\sum_{s\ge1}s\,w_s .
\end{equation}
Since $w_s$ falls exponentially, the sum converges and $\gamma_0$ tends to a constant. The full excess is $2\pi m^2N/c+\gamma_0(N)$. The same counting applies to any other pairwise interaction between fixed ions, such as a short-range pair repulsion, that falls fast enough for $\sum_s s\,w_s$ to converge.

In type 1 the first term is absent and $\gamma_0$ is the whole electrostatic excess: the planes are neutral on average but not empty. Type 2 also keeps $\gamma_0$ alone.

\section{A worked example}

The parameters are round model values: a square surface cell of side 4~\AA, so an area of 16~\AA$^2$, and a plane spacing of 2~\AA. Per surface cell, the planes hold these charges:
\begin{itemize}
\item type 1: two planes, each with one $+e$ and one $-e$, one at the corner and one at the centre of the cell, the signs exchanged from one plane to the next;
\item type 2: $-e,\,+2e,\,-e$, placed at the corner, at the middle of an edge and at the centre of the cell;
\item type 3: $-e,\,+e$, with the positive ion directly above the negative one.
\end{itemize}
In these units each formula that gives $V$, $E$ or $U$ in terms of charges and lengths acquires the factor $K=e^2/4\pi\varepsilon_0=14.40$~eV\,\AA, with charges counted in $e$. With $E$ in V/\AA, the field energy density is $E^2/(8\pi K)$.

For type 3, $\sigma=1/16=0.0625\ e/$\AA$^2$, $m=0.0625\times2=0.125\ e/$\AA\ and $c=4$~\AA. Each unit adds
\begin{equation}
4\pi Km=4\pi\times14.40\times0.125=22.6\ \mathrm{V}
\end{equation}
to the step, or 0.831 hartree for a charge $e$. The excess from the mean field grows per unit by
\begin{equation}
\frac{2\pi Km^2}{c}=\frac{2\pi\times14.40\times0.125^2}{4}
=0.353\ \mathrm{eV/\AA^2},
\end{equation}
which is 5.66 J/m$^2$. The uniform-plane slab energy is 0.707~eV/\AA$^2$ per unit, and the bulk accounts for half of it. In type 2 the slab energy is larger, 1.414~eV/\AA$^2$ per unit, but the bulk energy has the same value and nothing is left over. The type 2 potential does vary inside the slab, over a range of 22.6~V, both for $N=2$ and for $N=16$.

With point ions included, the excess energies in eV/\AA$^2$ are:
\begin{center}
\begin{tabular}{rrrrr}
$N$ & $\Delta V$, type 3 (V) & $\gamma$, type 1 & $\gamma$, type 2 & $\gamma$, type 3\\
2 & 45.2 & 0.146 & 0.030 & 0.752\\
4 & 90.5 & 0.146 & 0.030 & 1.458\\
8 & 181.0 & 0.146 & 0.030 & 2.872\\
16 & 361.9 & 0.146 & 0.030 & 5.699
\end{tabular}
\end{center}
The step is zero for types 1 and 2. The last column is $0.3534N$ plus the constant 0.045; for $N=16$ this is $5.654+0.045=5.699$. The constants depend on how the ions of neighbouring planes are placed above one another, so neither their order nor their sign has a general meaning. With the positive ion of type 3 placed above the centre of the cell, the constant is $-0.035$~eV/\AA$^2$.

The constant is reached quickly because the lateral variation dies out quickly. Directly above an ion of a plane with one charge $e$ per cell, it amounts to 0.77~V at 2~\AA, 0.028~V at 4~\AA\ and 0.00005~V at 8~\AA. The slowest wave has $G=2\pi/(4\ \text{\AA})$ and loses a factor $e^{-\pi}\approx0.043$ every 2~\AA.

If the type 2 crystal is cut as $+2,-1,-1$, then $m=-3\times0.0625\times2=-0.375\ e/$\AA, and the potential falls by 67.9~V per unit.

The numerical check checks the pair energy against the field energy, and the excess $\gamma$ against (\ref{eq:result}), with the bulk energy taken from a separate reciprocal-space sum. It does so for these stacks and for an irregular four-plane unit.

\section{Removing the growth}

The growth comes from the mean field, and charge on the two outer planes can cancel it. Let $P=m/c$. Add $+P$ per area to the bottom plane and $-P$ to the top plane. By (\ref{eq:E}) the field between the outer planes changes by $4\pi P$, from $e$ to $e+4\pi m/c=e-\bar e$. This is the bulk field.

Let $g$ be the gap between the last plane of one unit and the first plane of the next. The outer planes are $Nc-g$ apart, so the remaining dipole is
\begin{equation}
M'=Nm-P(Nc-g)=Nm-Nm+Pg=Pg ,
\end{equation}
and $\Delta V=4\pi Pg$, independent of $N$. For the energy, the slab contains the bulk field everywhere except in one gap $g$, the one that would follow the top plane. In that gap $e=0$, so the bulk field is $-\bar e$, and its energy is missing:
\begin{equation}
\gamma'=-\frac{\bar e^2g}{8\pi}=-2\pi P^2g .
\end{equation}

In the type 3 example $P=0.125/4=0.03125\ e/$\AA$^2$, or $0.5\,e$ per surface cell. The outer planes keep half their charge. The step is then 11.3~V and the uniform-plane excess is $-0.177$~eV/\AA$^2$, both for $N=2$ and for $N=16$. The negative sign does not mean that the surface forms by itself. The energy needed to change the charges is not included, nor is the point-ion contribution. The latter is the larger term here: with point ions, and charges $\mp0.5\,e$ on the ions of the outer planes, the electrostatic excess is $+0.57$~eV/\AA$^2$.

\section{Where the model stops}

The formulas above hold for fixed charges and positions, that is, without screening. In a real crystal the ions polarise and shift in the mean field. A linear response with dielectric constant $\varepsilon$ divides the mean field, the step per unit and the slope of $\gamma$ by $\varepsilon$, so the growth is slower but still linear in $N$. The unscreened mean field of the example, 5.7~V/\AA, lies far above the breakdown fields of common insulators, which are of order 0.1~V/\AA, and its numbers should not be read as those of a real slab. Suppose that electrons may move. The potential energy of an electron is $-V$, so for uniform planes and $m>0$ its levels are lowered by $4\pi m$ from each unit to the next, and those of the top unit lie $4\pi(N-1)m$ below the equivalent levels of the bottom unit. Point ions add a surface term that does not grow with $N$. When this shift exceeds the cost of moving an electron from a filled to an empty level within one unit, the transfer of a small charge per area from the bottom unit to the top unit lowers the energy. The transferred charge itself reduces the shift, so the gain lasts only up to a limited amount. The transfer leaves positive charge at the bottom and negative charge at the top, which are the signs of the compensating charge $P$. With the unscreened step of 22.6~V per unit, as in the example, a cost of 5~eV would already be exceeded in a slab of two units. With $\varepsilon=10$ the step is 2.3~V per unit, and four units are needed.

A change in the number of surface ions, or charged species adsorbed from outside, can supply the same mean charge. Which of these occurs, and at what thickness, depends on energies that the charged planes do not contain. What they do fix is the amount: any mechanism that removes the mean field of a thick slab, keeps the slab neutral and leaves the charges and positions of the interior planes unchanged must bring a charge per area of magnitude $|m|/c$ to each face.

\section*{Calculated quantities}
\begin{verbatim}
K = e^2/(4 pi eps0): 14.3996 eV angstrom
surface cell side: 4.0 angstrom; area: 16.0 angstrom^2
plane spacing: 2.0 angstrom
type 1: period 4.0 angstrom, dipole m 0.0000 e/angstrom
type 2: period 6.0 angstrom, dipole m 0.0000 e/angstrom
type 3: period 4.0 angstrom, dipole m 0.1250 e/angstrom
type 3 plane charge sigma: 0.0625 e/angstrom^2
type 3 field size between - and + plane: 11.309 V/angstrom
type 3 mean field size: 5.655 V/angstrom
type 3 step per unit: 22.619 V
  same, as energy of charge e: 0.8312 hartree
type 2 inner potential range, N=2: 22.619 V
type 2 inner potential range, N=16: 22.619 V
uniform planes, energy per unit (eV/angstrom^2): slab, bulk, excess
  type 1: 0.0000, 0.0000, 0.0000
  type 2: 1.4137, 1.4137, 0.0000
  type 3: 0.7068, 0.3534, 0.3534
type 3 excess growth per unit: 5.662 J/m^2
potential step (V): N, type 1, type 2, type 3
   2      0.00      0.00     45.24
   4      0.00      0.00     90.48
   8      0.00      0.00    180.95
  16      0.00      0.00    361.90
point-ion excess (eV/angstrom^2): N, type 1, type 2, type 3
   2    0.146    0.030    0.752
   4    0.146    0.030    1.458
   8    0.146    0.030    2.872
  16    0.146    0.030    5.699
point-ion constant for thick slabs (eV/angstrom^2):
  type 1: 0.1459
  type 2: 0.0305
  type 3: 0.0447
ripple above an ion of a unit-charge plane (V):
  height 2.0 angstrom: 0.76860
  height 4.0 angstrom: 0.02833
  height 8.0 angstrom: 0.00005
badly cut type 2: m = -0.3750 e/angstrom
badly cut type 2: step per unit -67.857 V
type 3 compensating charge m/c: 0.03125 e/angstrom^2
  per surface cell: 0.500 e
compensated type 3: N, step (V), plane excess (eV/angstrom^2)
   2  11.309  -0.177
  16  11.309  -0.177
\end{verbatim}
